# Gain limits for proportional correction of two coupled mask edges

## Problem

In optical proximity correction, the edges of a mask pattern are moved until the printed edges fall where the design wants them. Consider two edges that influence each other. Let $x_1$ and $x_2$ be their displacements from the drawn positions, and let $e_1$ and $e_2$ be the printed edge errors, meaning printed position minus intended position. All four are lengths at wafer scale, counted positive outward from the feature to which the edge belongs.

Within the range of displacements considered, the printed edges respond linearly:

$$
e_1=c_1+1.5\,x_1+0.5\,x_2,\qquad
e_2=c_2+0.5\,x_1+1.5\,x_2 .
$$

The constants $c_1,c_2$ are the errors of the uncorrected mask. The self-response 1.5 says that moving an edge by 1 nm moves its own printed image by 1.5 nm. The cross-response 0.5 says that the same move shifts the other printed edge by 0.5 nm. Both are dimensionless.

The correction loop evaluates both errors, then moves both edges at once, with the same constant real gain $g$:

$$
x_i^{(k+1)}=x_i^{(k)}-g\,e_i^{(k)},\qquad i=1,2,\quad k=0,1,2,\dots
$$

The loop is said to converge if both errors tend to zero for every pair of initial errors.

1. Prove that the loop converges if and only if $0<g<1$.
2. Are there particular initial errors that vanish for a gain outside this interval?
3. What range of gains would follow if the cross-response were ignored? How does the limit depend on the two responses in general?
4. Which gain gives the smallest worst-case error factor per update?
5. The uncorrected mask has errors of 6 nm and 2 nm. Find the final mask, and describe the loop for $g=0.5$, $2/3$, $0.9$, $1$ and $1.1$.

## Solution

### 1. The interval of convergence

**Recursion for the errors.** Write the first error after an update and insert the rule for the displacements:

$$
\begin{aligned}
e_1^{(k+1)}&=c_1+1.5\left(x_1^{(k)}-g e_1^{(k)}\right)+0.5\left(x_2^{(k)}-g e_2^{(k)}\right)\\
&=\left(c_1+1.5\,x_1^{(k)}+0.5\,x_2^{(k)}\right)-g\left(1.5\,e_1^{(k)}+0.5\,e_2^{(k)}\right).
\end{aligned}
$$

The first bracket is $e_1^{(k)}$. The second edge is treated in the same way, so

$$
\begin{aligned}
e_1^{(k+1)}&=e_1^{(k)}-g\left(1.5\,e_1^{(k)}+0.5\,e_2^{(k)}\right),\\
e_2^{(k+1)}&=e_2^{(k)}-g\left(0.5\,e_1^{(k)}+1.5\,e_2^{(k)}\right).
\end{aligned}
$$

The constants $c_i$ have dropped out. They fix where the loop starts, but not how the errors evolve afterwards.

**Separation.** The two equations are coupled, but they keep their form when the edges are interchanged. This suggests using the common error $s$ and the difference error $d$:

$$
s=\frac{e_1+e_2}{2},\qquad d=\frac{e_1-e_2}{2},\qquad e_1=s+d,\qquad e_2=s-d .
$$

Half the sum of the two recursions is

$$
s^{(k+1)}=s^{(k)}-\frac g2\left[(1.5+0.5)e_1^{(k)}+(0.5+1.5)e_2^{(k)}\right]
=s^{(k)}-2g\,s^{(k)}=(1-2g)\,s^{(k)} .
$$

Half their difference is

$$
d^{(k+1)}=d^{(k)}-\frac g2\left[(1.5-0.5)e_1^{(k)}+(0.5-1.5)e_2^{(k)}\right]
=d^{(k)}-g\,d^{(k)}=(1-g)\,d^{(k)} .
$$

Each part is multiplied by a fixed number at every update. Hence

$$
s^{(k)}=(1-2g)^k s^{(0)},\qquad d^{(k)}=(1-g)^k d^{(0)} .
$$

The numbers 2 and 1 in the factors have a direct meaning. If both mask edges move outward by 1 nm, each printed edge receives $1.5+0.5=2$ nm. If one moves outward and the other inward, the contributions partly cancel and each printed edge moves by $1.5-0.5=1$ nm. The same gain therefore acts twice as strongly on a common error as on a difference error.

**The condition is sufficient.** Let $0<g<1$. Then $-1<1-2g<1$ and $0<1-g<1$. Both factors have magnitude below one, so $s^{(k)}$ and $d^{(k)}$ tend to zero for any starting values. So do $e_1=s+d$ and $e_2=s-d$.

**The condition is necessary.** Convergence is required for every initial error, so one counterexample is enough to exclude a gain. Take two equal errors, $e_1^{(0)}=e_2^{(0)}=1$ nm. Then $s^{(0)}=1$ nm and $d^{(0)}=0$, and both errors equal $(1-2g)^k$ nm after $k$ updates. They tend to zero only if

$$
|1-2g|<1\iff -1<1-2g<1\iff -2<-2g<0\iff 0<g<1 .
$$

The last step divides by $-2$, which reverses the inequalities. This proves the claim. $\blacksquare$

The two ends of the interval fail differently. At $g=0$ the factor is $+1$: the mask never moves and the error stays. At $g=1$ the factor is $-1$: a common error changes sign at every update without shrinking. For $g>1$ it changes sign and grows, because each correction overshoots by more than the error it was meant to remove. For $g<0$ the edges move the wrong way and the common error grows without changing sign.

The limit of one belongs to the stated convention, in which the gain multiplies the raw error. If the error is first divided by the self-response, the update is $x_i\to x_i-(h/1.5)\,e_i$. Then $g=h/1.5$, and the same condition reads $0<h<1.5$.

### 2. Special initial errors

If $s^{(0)}=0$, the two errors are equal and opposite and only the factor $1-g$ matters. Such an error vanishes if $|1-g|<1$, that is, for $0<g<2$. Gains with $1\le g<2$ therefore do remove this special error, although the loop does not converge in the sense of the problem. With initial errors of $+1$ nm and $-1$ nm and $g=1.5$, the factor is $-0.5$, and after 30 updates the largest error is $9.3\times10^{-10}$ nm.

This success is fragile. At $g=1.5$ a common error is multiplied by $1-2\times1.5=-2$, so any common part, however small, doubles in magnitude at each update. For $1\le g<2$ the errors vanish precisely when $s^{(0)}=0$. For $g\le0$ or $g\ge2$ both factors have magnitude at least one, and no nonzero initial error vanishes.

### 3. The role of the coupling

With the cross-response set to zero, each edge obeys $e^{(k+1)}=(1-1.5g)\,e^{(k)}$. The condition $|1-1.5g|<1$ gives $0<1.5g<2$, or

$$
0<g<\tfrac43 .
$$

Gains from 1 up to $4/3$ thus look safe for an isolated edge but fail for the coupled pair. Take $g=1.2$ and two initial errors of 1 nm. Without coupling the factor is $1-1.8=-0.8$, and 20 updates reduce the errors to 0.0115 nm. With coupling the factor is $1-2.4=-1.4$, and the same 20 updates raise them to 836.7 nm. The second number lies far outside any range in which a linear response could hold; it shows instability and does not predict a printed edge position.

For a self-response $a>0$ shared by both edges and a cross-response $b$ that is the same in both directions (the separation into $s$ and $d$, and the three cases below, need this symmetry), the steps of part 1 give the factors $1-g(a+b)$ and $1-g(a-b)$. Three cases follow.

- If $|b|<a$, both $a+b$ and $a-b$ are positive. Each requires $g>0$ and $g$ times the response below 2. The larger response, $a+|b|$, sets the limit:

$$
0<g<\frac{2}{a+|b|} .
$$

- If $|b|=a$, one of the two responses is zero. The corresponding part of the error has factor 1 for every gain and cannot be removed by moving these edges.
- If $|b|>a$, one response is positive and the other negative. The first requires $g>0$ and the second $g<0$, so no uniform gain works.

For $a=1.5$ and $b=0.5$ the limit is $2/(1.5+0.5)=1$, and for $b=0$ it is $4/3$, as found above. A cross-response of $-0.5$ also gives 1. The common and difference errors then exchange roles, and the difference error is the one that becomes unstable first.

### 4. The best worst-case gain

Let $M^{(k)}$ be the larger of $|e_1^{(k)}|$ and $|e_2^{(k)}|$. Since the errors are $s+d$ and $s-d$, the larger magnitude occurs where the two parts add, so

$$
M^{(k)}=|s^{(k)}|+|d^{(k)}| .
$$

With $r(g)=\max\left(|1-2g|,\,|1-g|\right)$, the closed solution gives

$$
M^{(k)}=|1-2g|^k|s^{(0)}|+|1-g|^k|d^{(0)}|\le r(g)^k M^{(0)} .
$$

Equality is reached by a pure common or a pure difference error, whichever has the larger factor. So $r(g)$ is the worst-case factor per update.

To minimize it, divide the gains at $2/3$. For $g<2/3$, $|1-g|=1-g>1/3$. For $g>2/3$, $|1-2g|=2g-1>1/3$. At $g=2/3$ the factors are $1-4/3=-1/3$ and $1-2/3=1/3$, both of magnitude $1/3$. Hence

$$
g_{\text{best}}=\tfrac23,\qquad r(g_{\text{best}})=\tfrac13 .
$$

At this gain both parts shrink equally fast, so $M^{(k)}=M^{(0)}/3^k$ for every initial error. A particular error may be removed faster by another gain. A pure common error, for instance, disappears in one update at $g=0.5$, where $1-2g=0$.

### 5. Initial errors of 6 nm and 2 nm

**Final mask.** Setting both errors to zero gives

$$
1.5\,x_1+0.5\,x_2=-6\ \text{nm},\qquad 0.5\,x_1+1.5\,x_2=-2\ \text{nm}.
$$

Three times the second equation minus the first leaves $4x_2=0$, so $x_2=0$. The second equation then gives $x_1=-4$ nm. The first edge moves inward by 4 nm and the second ends at its drawn position, although it began with an error of 2 nm. That error is removed entirely by its neighbour, which contributes $0.5\times(-4)=-2$ nm.

The final mask does not depend on the gain. The loop reaches it whenever $0<g<1$: the two linear equations have a unique solution, so when the errors tend to zero the displacements must tend to that solution.

**The parts of the error.** The initial values are $s^{(0)}=(6+2)/2=4$ nm and $d^{(0)}=(6-2)/2=2$ nm. The largest error after $k$ updates is therefore

$$
M^{(k)}=\left(4\,|1-2g|^k+2\,|1-g|^k\right)\ \text{nm}.
$$

The errors at the first updates, in nm, are:

| $g$ | Update 1: $e_1,\ e_2$ | Update 2: $e_1,\ e_2$ | Update 3: $e_1,\ e_2$ |
|---|---|---|---|
| 0.5 | 1.00, −1.00 | 0.50, −0.50 | 0.25, −0.25 |
| 2/3 | −0.67, −2.00 | 0.67, 0.22 | −0.07, −0.22 |
| 1 | −4.00, −4.00 | 4.00, 4.00 | −4.00, −4.00 |
| 1.1 | −5.00, −4.60 | 5.78, 5.74 | −6.91, −6.91 |

**Gain 0.5.** The factors are 0 and 0.5. The common error is gone after one update, and the remaining difference error halves each time. From the first update on, the largest error is $2\times0.5^k$ nm. It is 0.125 nm after four updates and 0.0625 nm after five, so five updates bring both errors below 0.1 nm.

**Gain 2/3.** The largest error is $6/3^k$ nm, which is 0.22 nm after three updates and 0.074 nm after four. Four updates suffice. This gain starts behind $g=0.5$, with a largest error of 2 nm against 1 nm after the first update, and moves ahead at the third. The run at $g=0.5$ owes its early lead to the first update, which removes the whole common error. After that its largest error is only halved at each update, while at $g=2/3$ it is divided by three, so the lead is soon lost.

**Gain 0.9.** The factors are $-0.8$ and 0.1. The difference error disappears quickly, but the common error loses only a fifth of its magnitude per update. Seventeen updates are needed, after which the largest error is 0.090 nm. A gain inside the permitted interval can thus still be a slow choice.

**Gain 1.** The factors are $-1$ and 0. One update removes the difference error completely. The common error of 4 nm remains and changes sign at each update.

**Gain 1.1.** The factors are $-1.2$ and $-0.1$. The difference error dies out, which is why the two edges become nearly equal in the table. The common error grows by a fifth per update, and the largest error after ten updates is $4\times1.2^{10}\approx24.8$ nm. The first update does reduce the largest error, from 6 nm to 5 nm. An initial improvement is therefore no proof of convergence.

A scan of gains from $-0.50$ to 1.50 in steps of 0.02, included in the numerical output, finds convergence from 0.02 to 0.98, in agreement with part 1.

### Where the result stops

The proof uses two edges, constant symmetric responses, a constant gain and simultaneous moves. A real layout has many coupled edge fragments, and the limit then drops. For a chain of edges with the same self-response 1.5 and cross-response 0.5 between neighbours, the limit is about 0.91 for three edges and 0.85 for five. It approaches $2/(1.5+2\times0.5)=0.8$ for a long chain, so $g=0.9$, which is safe for the pair, diverges for five edges. If the two edges are instead moved one after the other, each using its freshly evaluated error, the pair converges for $0<g<4/3$. If the responses change appreciably as the edges move, the factors change from one update to the next and the closed solution no longer applies. Limits on permitted mask shapes can also stop an edge before it reaches its final position.

A constant bias in the evaluated errors has a different effect. If the loop uses $e_i+\beta_i$ in place of $e_i$, with fixed $\beta_i$, then $e_i+\beta_i$ obeys the recursion of part 1, because adding a constant to $e_i$ only changes $c_i$. The interval $0<g<1$ is unchanged, but the true errors tend to $-\beta_i$. A suitable gain makes the loop settle; it cannot correct a bias in the errors supplied to it.

## Computed values

```
self-response = 1.5 (dimensionless)
cross-response = 0.5 (dimensionless)
difference response = 1.0000 (dimensionless)
common response = 2.0000 (dimensionless)
gain grid tested: -0.50 to 1.50, spacing 0.02
lowest converging grid gain = 0.02
highest converging grid gain = 0.98
best gain = 0.6667
worst-case factor per step at best gain = 0.3333
initial errors = 6.0 nm, 2.0 nm
initial common error s = 4.0 nm
initial difference error d = 2.0 nm
final mask displacements = -4.0000 nm, 0.0000 nm
gain 0.5000, update 1: e1 = 1.0000 nm, e2 = -1.0000 nm
gain 0.5000, update 2: e1 = 0.5000 nm, e2 = -0.5000 nm
gain 0.5000, update 3: e1 = 0.2500 nm, e2 = -0.2500 nm
gain 0.5000, update 4: e1 = 0.1250 nm, e2 = -0.1250 nm
gain 0.6667, update 1: e1 = -0.6667 nm, e2 = -2.0000 nm
gain 0.6667, update 2: e1 = 0.6667 nm, e2 = 0.2222 nm
gain 0.6667, update 3: e1 = -0.0741 nm, e2 = -0.2222 nm
gain 0.6667, update 4: e1 = 0.0741 nm, e2 = 0.0247 nm
gain 1.0000, update 1: e1 = -4.0000 nm, e2 = -4.0000 nm
gain 1.0000, update 2: e1 = 4.0000 nm, e2 = 4.0000 nm
gain 1.0000, update 3: e1 = -4.0000 nm, e2 = -4.0000 nm
gain 1.0000, update 4: e1 = 4.0000 nm, e2 = 4.0000 nm
gain 1.1000, update 1: e1 = -5.0000 nm, e2 = -4.6000 nm
gain 1.1000, update 2: e1 = 5.7800 nm, e2 = 5.7400 nm
gain 1.1000, update 3: e1 = -6.9140 nm, e2 = -6.9100 nm
gain 1.1000, update 4: e1 = 8.2946 nm, e2 = 8.2942 nm
gain 1.1, largest error after 10 updates = 24.77 nm
error tolerance = 0.1 nm
gain 0.5000: updates to tolerance = 5, largest error then = 0.0625 nm
gain 0.6667: updates to tolerance = 4, largest error then = 0.0741 nm
gain 0.9000: updates to tolerance = 17, largest error then = 0.0901 nm
start (1, 1) nm, gain 1.2, after 20 updates:
  coupling ignored: largest error = 0.0115 nm
  coupling included: largest error = 836.7 nm
start (1, -1) nm, gain 1.5, after 30 updates: largest error = 9.3e-10 nm
```
